**Numerical and symbolic tests of the Koelling-Harmon equation**

The program tests the scalar-relativistic radial equation for the large component $g$, with $M=1+(\varepsilon-V)/(2c^2)$, energy $\varepsilon$ without rest energy, and potential $V$. Symbolic algebra asserts the elimination of the small component and the self-adjoint form, and explicit matrices assert the spectrum and zero trace of $\boldsymbol\sigma\cdot\mathbf L$. Shooting in $\ln r$ gives levels of a one-electron ion with a point nucleus of charge $Z$; the s levels and the Dirac 2p levels are asserted to match the closed Dirac energies. The scalar 2p level is asserted to differ from the weighted Dirac mean by an amount growing nearly as $Z^6$, and the output shows a power of 5.991. Quadrature gives the mass-velocity and Darwin shifts, and at $Z=6$ the ratio of the full shift to their sum is asserted to differ from 1 by less than $2(Z/c)^2$. A finite difference $d\varepsilon/dZ$ confirms the averaged density and rejects the shorter form $g^2+\varphi^2$, where $\varphi=g'/(2Mc)$. The computed powers of $rg$ near the nucleus agree with $\gamma=\sqrt{l(l+1)+1-(Z/c)^2}$ for s and p states.

## Numerical check

```python
"""Koelling-Harmon scalar-relativistic (SR) radial equation, Hartree atomic units:
   g'' + 2g'/r - l(l+1)g/r^2 - (M'/M)g' + 2M(eps-V)g = 0,
   M = 1 + (eps-V)/(2c^2), eps = energy without rest energy.
It is the Dirac equation for the large component g with the spin-orbit term
averaged out.  kappa = Dirac quantum number, P = r*g, Q = r*(small component),
where the SR small component is phi = g'/(2Mc).  Point nucleus: V = -Z/r.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import solve_ivp, quad, simpson
from scipy.optimize import brentq

c = 1.0 / constants.fine_structure
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]


# ---- symbolic test: elimination of the small component, self-adjoint form ----
def symbolic_tests():
    r, cc, eps, kap, l = sp.symbols("r c epsilon kappa l", positive=True)
    V, g = sp.Function("V")(r), sp.Function("g")(r)
    M = 1 + (eps - V) / (2 * cc**2)
    dg = g.diff(r)
    f = (dg + (kap + 1) * g / r) / (2 * M * cc)
    second_dirac = f.diff(r) - (kap - 1) * f / r + (eps - V) * g / cc
    common = g.diff(r, 2) + 2 * dg / r - M.diff(r) / M * dg + 2 * M * (eps - V) * g
    reduced = common - kap * (kap + 1) * g / r**2 - M.diff(r) / M * (kap + 1) * g / r
    assert sp.simplify(2 * M * cc * second_dirac - reduced) == 0
    scalar = common - l * (l + 1) * g / r**2
    adjoint = ((r**2 * dg / (2 * M)).diff(r) - l * (l + 1) * g / (2 * M)
               + r**2 * (eps - V) * g)
    assert sp.simplify(2 * M / r**2 * adjoint - scalar) == 0


symbolic_tests()

# ---- spectrum of sigma.L from matrices: values -(kappa+1), zero trace ----
for l in (1, 2, 3):
    m = np.arange(l, -l - 1, -1.0)
    raise_L = np.diag(np.sqrt(l * (l + 1) - m[1:] * (m[1:] + 1)), 1)
    up = np.array([[0.0, 1.0], [0.0, 0.0]])
    sigma_L = (np.kron(np.diag([1.0, -1.0]), np.diag(m))
               + np.kron(up, raise_L.T) + np.kron(up.T, raise_L))
    expected = []
    for kappa in (l, -l - 1):
        expected += [-(kappa + 1)] * (2 * abs(kappa))
    assert np.allclose(np.linalg.eigvalsh(sigma_L), sorted(expected), atol=1e-10)
    assert abs(np.trace(sigma_L)) < 1e-12


# ---- radial integration in x = ln r; kappa=None selects the SR equation ----
def rhs(x, y, Z, eps, l, kappa):
    r = math.exp(x)
    P, Q = y
    kinetic = eps + Z / r
    B = 2 * (1 + kinetic / (2 * c * c)) * c * r
    if kappa is None:
        return [P + B * Q, -Q + (l * (l + 1) / B - r * kinetic / c) * P]
    return [-kappa * P + B * Q, kappa * Q - r * kinetic / c * P]


def propagate(r_a, r_b, y0, pars, grid=None):
    sol = solve_ivp(rhs, (math.log(r_a), math.log(r_b)), y0, method="DOP853",
                    rtol=1e-12, atol=1e-14, t_eval=grid, args=pars)
    assert sol.success
    return sol.y if grid is not None else sol.y[:, -1]


R_START = 1e-13   # start with Q = 0: the regular solution takes over by itself


def inward_start(Z, eps, r_max):
    decay = math.sqrt(-eps * (2 + eps / c**2))
    mass = 1 + (eps + Z / r_max) / (2 * c * c)
    return [1.0, -decay / (2 * mass * c)]


def energy(Z, n, l, kappa=None):
    r_match, r_max = n * n / Z, 45.0 * n / Z

    def mismatch(eps):
        pars = (Z, eps, l, kappa)
        a = propagate(R_START, r_match, [1.0, 0.0], pars)
        b = propagate(r_max, r_match, inward_start(Z, eps, r_max), pars)
        return (a[0] * b[1] - a[1] * b[0]) / (np.linalg.norm(a) * np.linalg.norm(b))

    e_nr = -Z * Z / (2.0 * n * n)
    return brentq(mismatch, 1.3 * e_nr, 0.8 * e_nr, xtol=1e-12 * abs(e_nr), rtol=1e-14)


def dirac_energy(Z, n, kappa):
    gam = math.sqrt(kappa**2 - (Z / c)**2)
    return c * c * (1 / math.sqrt(1 + (Z / c / (n - abs(kappa) + gam))**2) - 1)


def dirac_mean_2p(Z):
    return (2 * dirac_energy(Z, 2, 1) + 4 * dirac_energy(Z, 2, -2)) / 6


# ---- energies of the one-electron ion ----
Z = 80.0
e1s, e2s, e2p = energy(Z, 1, 0), energy(Z, 2, 0), energy(Z, 2, 1)
p_half, p_three = energy(Z, 2, 1, kappa=1), energy(Z, 2, 1, kappa=-2)
for numeric, closed in ((e1s, dirac_energy(Z, 1, -1)), (e2s, dirac_energy(Z, 2, -1)),
                        (p_half, dirac_energy(Z, 2, 1)),
                        (p_three, dirac_energy(Z, 2, -2))):
    assert abs(numeric / closed - 1) < 1e-8
mean_2p = (2 * p_half + 4 * p_three) / 6
assert p_half < e2p < p_three

# ---- SR level minus Dirac mean: must scale as Z^6/c^4, not Z^4/c^2 ----
e2p_6, e2p_12 = energy(6.0, 2, 1), energy(12.0, 2, 1)
gap_6, gap_12 = e2p_6 - dirac_mean_2p(6.0), e2p_12 - dirac_mean_2p(12.0)
gap_power = math.log2(gap_12 / gap_6)
assert abs(gap_power - 6) < 0.2   # higher orders in (Z/c)^2 shift it slightly


# ---- norm test: d eps/dZ = -<1/r> with the averaged density ----
def mean_inverse_r(Z, eps, n, l, centrifugal):
    r_match, r_max = n * n / Z, 45.0 * n / Z
    pars = (Z, eps, l, None)
    x_out = np.linspace(math.log(R_START), math.log(r_match), 2001)
    x_in = np.linspace(math.log(r_max), math.log(r_match), 2001)
    out = propagate(R_START, r_match, [1.0, 0.0], pars, x_out)
    inn = propagate(r_max, r_match, inward_start(Z, eps, r_max), pars, x_in)
    out, inn = out / out[0, -1], inn / inn[0, -1]
    norm = inverse = 0.0
    for x, (P, Q), sign in ((x_out, out, 1), (x_in, inn, -1)):
        r = np.exp(x)
        B = 2 * (1 + (eps + Z / r) / (2 * c * c)) * c * r
        density = P**2 + Q**2 + centrifugal * l * (l + 1) * (P / B)**2
        norm += sign * simpson(density * r, x=x)
        inverse += sign * simpson(density, x=x)
    return inverse / norm


dZ = 0.1
slope_fd = (energy(Z + dZ, 2, 1) - energy(Z - dZ, 2, 1)) / (2 * dZ)
slope_full = -mean_inverse_r(Z, e2p, 2, 1, 1)
slope_short = -mean_inverse_r(Z, e2p, 2, 1, 0)
assert abs(slope_full / slope_fd - 1) < 1e-5
assert abs(slope_short / slope_fd - 1) > 1e-3


# ---- first-order mass-velocity and Darwin terms by quadrature ----
def nonrel_g(r, Z, n, l):
    if n == 1:
        return 2 * Z**1.5 * sp.exp(-Z * r)
    shape = 2 * (1 - Z * r / 2) if l == 0 else Z * r / sp.sqrt(3)
    return (Z / 2)**1.5 * shape * sp.exp(-Z * r / 2)


def first_order(Z, n, l):
    r = sp.symbols("r", positive=True)
    g = nonrel_g(r, Z, n, l)
    lap = g.diff(r, 2) + 2 * g.diff(r) / r - l * (l + 1) * g / r**2
    e0 = -Z * Z / (2.0 * n * n)

    def integral(expr):
        return quad(sp.lambdify(r, expr, "math"), 0, 80 / Z, limit=200)[0]

    mass_velocity = -integral(lap**2 * r**2) / (8 * c * c)
    from_operator = integral(g * (e0 + Z / r) * lap * r**2) / (4 * c * c)
    assert abs(from_operator / mass_velocity - 1) < 1e-6
    darwin = -integral(Z * g * g.diff(r)) / (4 * c * c)
    contact = Z * float(g.subs(r, 0))**2 / (8 * c * c)
    assert abs(darwin - contact) < 1e-6 * abs(mass_velocity)
    # smooth potential: the same operator gives <Laplacian of V>/8
    dV = Z * r / (r**2 + sp.Float(0.3)**2)**sp.Rational(3, 2)
    left = -integral(r**2 * dV * g * g.diff(r)) / 4
    right = integral((r**2 * dV).diff(r) * g**2) / 8
    assert abs(left - right) < 1e-6 * (1 + abs(right))
    return mass_velocity, darwin


shift_ratio = {}
for name, n, l, e_sr in (("1s", 1, 0, energy(6.0, 1, 0)),
                         ("2s", 2, 0, energy(6.0, 2, 0)), ("2p", 2, 1, e2p_6)):
    shift_ratio[name] = (e_sr + 36.0 / (2 * n * n)) / sum(first_order(6.0, n, l))
    assert abs(shift_ratio[name] - 1) < 2 * (6.0 / c)**2


# ---- power of P = r*g near the point nucleus ----
def local_power(Z, r, l, kappa=None, eps=-1.0):
    pars = (Z, eps, l, kappa)
    y = propagate(R_START, r, [1.0, 0.0], pars)
    return rhs(math.log(r), y, *pars)[0] / y[0]


def gamma_sr(Z, l):
    return math.sqrt(l * (l + 1) + 1 - (Z / c)**2)


R_NEAR = 1e-9
power_s, power_p = local_power(Z, R_NEAR, 0), local_power(Z, R_NEAR, 1)
power_half = local_power(Z, R_NEAR, 1, 1)
power_three = local_power(Z, R_NEAR, 1, -2)
assert abs(power_s - gamma_sr(Z, 0)) < 1e-4
assert abs(power_p - gamma_sr(Z, 1)) < 1e-4
assert abs(power_half - math.sqrt(1 - (Z / c)**2)) < 1e-4
assert abs(power_three - math.sqrt(4 - (Z / c)**2)) < 1e-4
assert abs(power_p**2 - (2 * power_half**2 + 4 * power_three**2) / 6) < 1e-3
R_MID = 3e-3
inner_1, middle_1 = local_power(1.0, R_NEAR, 1), local_power(1.0, R_MID, 1)
assert abs(inner_1 - gamma_sr(1.0, 1)) < 1e-3 and abs(middle_1 - 2) < 0.02

# ---- printed results ----
print(f"speed of light c = {c:.6f} a.u.")
print(f"nuclear charge Z = {Z:.0f}, Z/c = {Z / c:.5f}")
print(f"relativistic radius Z/(2c^2) = {Z / (2 * c * c):.4e} bohr")
print(f"M at r = 1/Z in the 1s state = {1 + (e1s + Z * Z) / (2 * c * c):.4f}")
for name, n, l, e_sr in (("1s", 1, 0, e1s), ("2s", 2, 0, e2s), ("2p", 2, 1, e2p)):
    mv, dar = first_order(Z, n, l)
    e0 = -Z * Z / (2 * n * n)
    print(f"{name} nonrelativistic energy = {e0:.3f} hartree")
    print(f"{name} first-order mass-velocity = {mv:.3f} hartree")
    print(f"{name} first-order Darwin = {abs(dar) if abs(dar) < 1e-6 else dar:.3f} hartree")
    print(f"{name} energy to first order = {e0 + mv + dar:.3f} hartree")
    print(f"{name} scalar-relativistic energy = {e_sr:.3f} hartree")
print(f"1s scalar-relativistic energy = {e1s * hartree_ev / 1000:.3f} keV")
print(f"2p scalar-relativistic energy = {e2p * hartree_ev / 1000:.3f} keV")
print(f"Dirac 2p1/2 energy = {p_half:.3f} hartree")
print(f"Dirac 2p3/2 energy = {p_three:.3f} hartree")
print(f"Dirac 2p splitting = {p_three - p_half:.3f} hartree")
print(f"Dirac 2p weighted mean = {mean_2p:.3f} hartree")
print(f"SR 2p minus Dirac mean = {e2p - mean_2p:.3f} hartree")
print(f"SR 2p minus Dirac mean, Z=6 = {gap_6:.3e} hartree")
print(f"SR 2p minus Dirac mean, Z=12 = {gap_12:.3e} hartree")
print(f"power of Z in that difference = {gap_power:.3f}")
for name, value in shift_ratio.items():
    print(f"Z=6 {name}: full shift / first-order shift = {value:.5f}")
print(f"2p d(eps)/dZ, finite difference = {slope_fd:.5f} hartree")
print(f"2p -<1/r>, full averaged density = {slope_full:.5f} hartree")
print(f"2p -<1/r>, density g^2+phi^2 only = {slope_short:.5f} hartree")
print(f"power of r*g at r = {R_NEAR:.0e} bohr, Z=80:")
print(f"  SR s: {power_s:.4f}, formula {gamma_sr(Z, 0):.4f}")
print(f"  SR p: {power_p:.4f}, formula {gamma_sr(Z, 1):.4f}")
print(f"  Dirac p1/2: {power_half:.4f}, Dirac p3/2: {power_three:.4f}")
print(f"Z=1: relativistic radius = {1 / (2 * c * c):.3e} bohr")
print(f"Z=1 SR p power at r = {R_NEAR:.0e} bohr: {inner_1:.4f}")
print(f"Z=1 SR p power at r = {R_MID:.0e} bohr: {middle_1:.4f}")
print("OK")
```

Printed output:

```
speed of light c = 137.035999 a.u.
nuclear charge Z = 80, Z/c = 0.58379
relativistic radius Z/(2c^2) = 2.1301e-03 bohr
M at r = 1/Z in the 1s state = 1.0764
1s nonrelativistic energy = -3200.000 hartree
1s first-order mass-velocity = -1363.235 hartree
1s first-order Darwin = 1090.588 hartree
1s energy to first order = -3472.647 hartree
1s scalar-relativistic energy = -3532.192 hartree
2s nonrelativistic energy = -800.000 hartree
2s first-order mass-velocity = -221.526 hartree
2s first-order Darwin = 136.323 hartree
2s energy to first order = -885.202 hartree
2s scalar-relativistic energy = -904.848 hartree
2p nonrelativistic energy = -800.000 hartree
2p first-order mass-velocity = -39.761 hartree
2p first-order Darwin = 0.000 hartree
2p energy to first order = -839.761 hartree
2p scalar-relativistic energy = -840.848 hartree
1s scalar-relativistic energy = -96.116 keV
2p scalar-relativistic energy = -22.881 keV
Dirac 2p1/2 energy = -904.848 hartree
Dirac 2p3/2 energy = -817.807 hartree
Dirac 2p splitting = 87.040 hartree
Dirac 2p weighted mean = -846.821 hartree
SR 2p minus Dirac mean = 5.973 hartree
SR 2p minus Dirac mean, Z=6 = 9.344e-07 hartree
SR 2p minus Dirac mean, Z=12 = 5.945e-05 hartree
power of Z in that difference = 5.991
Z=6 1s: full shift / first-order shift = 1.00096
Z=6 2s: full shift / first-order shift = 1.00101
Z=6 2p: full shift / first-order shift = 1.00005
2p d(eps)/dZ, finite difference = -22.07963 hartree
2p -<1/r>, full averaged density = -22.07963 hartree
2p -<1/r>, density g^2+phi^2 only = -21.77663 hartree
power of r*g at r = 1e-09 bohr, Z=80:
  SR s: 0.8119, formula 0.8119
  SR p: 1.6307, formula 1.6307
  Dirac p1/2: 0.8119, Dirac p3/2: 1.9129
Z=1: relativistic radius = 2.663e-05 bohr
Z=1 SR p power at r = 1e-09 bohr: 1.7320
Z=1 SR p power at r = 3e-03 bohr: 1.9941
OK
```
